Nucleation rate density for a phase-change cell: a Poisson exercise

**Problem**

A cube of amorphous phase-change material has edge a = 20 nm. At time zero it is brought to a constant, uniform temperature at which crystal nuclei can form. None is present at the start. Nuclei appear independently of one another, at a constant rate density J, the mean number per unit of amorphous volume and time. A "nucleus" here is a crystallite that goes on to grow.

(a) Find the probability P that at least one nucleus has formed by time t.

(b) What J gives P = 50 percent at t = 10 ns?

(c) At that J, what is the mean waiting time for the first nucleus, and how long must one wait for P = 99 percent?

(d) Crystals grow at v = 0.5 nm/ns. Is a cell with a 50 percent nucleation probability half crystallized?

**Hints**

1. "At least one" covers many cases; "none" is a single case. Find the probability of none first.

2. Cut the volume and the time into many small cells, each with a small chance of an event. What does independence say about all of them staying empty?

3. The mean number of events and the probability of at least one event are different quantities.

4. For (d), pick a point in the material. Where and when must a nucleus have formed to have reached it by time t?

**Solution**

**(a) The probability of at least one nucleus.** Let V = a³ and define

m = JVt.

Divide the volume and the time interval into M equal space-time cells. For large M, each contains an event with the small probability m/M. The events are independent, so the probability that all cells are empty is a product:

P₀ = (1 − m/M)^M.

To take the limit, use ln(1 − x) = −x − x²/2 − … with x = m/M:

ln P₀ = M ln(1 − m/M) = −m − m²/(2M) − …

The second term vanishes as M grows, leaving

P₀ = exp(−m), P = 1 − exp(−JVt).

A differential equation gives the same result and also the distribution of the count. Write k = JV for the rate of the whole cube. The state with n nuclei gains probability from n − 1 and loses it to n + 1:

dPₙ/dt = k(Pₙ₋₁ − Pₙ), dP₀/dt = −kP₀.

Substitute Pₙ = exp(−kt) qₙ. The loss term cancels, and dqₙ/dt = k qₙ₋₁ remains. With q₀ = 1 and qₙ(0) = 0 for n ≥ 1, repeated integration gives qₙ = (kt)ⁿ/n!, so

Pₙ = exp(−m) mⁿ/n!.

This is the Poisson distribution. Its mean is m, because

Σ n exp(−m) mⁿ/n! = m exp(−m) Σ mⁿ⁻¹/(n−1)! = m,

where both sums start at n = 1.

The full distribution assumes that the volume available for nucleation stays equal to V. Growing crystals use up some of it, which lowers the later counts. P₀ is unaffected, since until the first nucleus forms the whole cube is still amorphous.

**(b) The required rate density.** Solve for J:

exp(−JVt) = 1 − P

J = −ln(1 − P)/(Vt).

For P = 0.5, −ln(0.5) = ln 2 = 0.6931. The volume is (20 nm)³ = 8000 nm³, so

J = 0.6931/(8000 nm³ × 10 ns) = 8.66 × 10⁻⁶ nm⁻³ ns⁻¹.

One nm⁻³ is 10²⁷ m⁻³ and one ns⁻¹ is 10⁹ s⁻¹. The conversion factor is therefore 10³⁶:

**J = 8.66 × 10³⁰ m⁻³ s⁻¹.**

The large exponent reflects the small volume and the short time. At fixed P and t, halving the edge divides V by eight and multiplies the required J by eight.

Setting the mean count to 0.5 instead would give J = 6.25 × 10³⁰ m⁻³ s⁻¹ and a probability of 1 − exp(−0.5) = 39 percent. The difference comes from multiple events: at m = ln 2, the Poisson law gives exactly one nucleus in 34.7 percent of cubes and two or more in 15.3 percent. The latter count once towards P but at least twice towards the mean. For m ≪ 1 multiple events are rare, and P ≈ m with an error of about m²/2.

The value 6.25 × 10³⁰ is also what the product formula gives with a single cell, M = 1. With M = 10 it gives 8.37 × 10³⁰, and with M = 100, 8.63 × 10³⁰ m⁻³ s⁻¹, approaching the continuous result.

**(c) Waiting times.** The first nucleus forms between t and t + dt with probability k exp(−kt) dt. Integrating by parts, the mean waiting time is

∫₀^∞ t k exp(−kt) dt = ∫₀^∞ exp(−kt) dt = 1/k.

Here k = 0.0693 ns⁻¹, so the mean is 14.4 ns. It exceeds the 10 ns median because the distribution has a long tail. For 99 percent probability, exp(−kt) = 0.01 and

t = ln(100)/k = 66.4 ns.

Reaching 99 percent at fixed J thus takes 6.6 times as long as reaching 50 percent.

**(d) Nucleated is not crystallized.** First ignore the walls and let the glass extend in all directions. Nuclei start with negligible radius and grow as spheres. A point is still amorphous at time t if no nucleus was born at any earlier time s within the distance v(t − s). The mean number of such births is

∫₀^t J (4π/3) v³ (t − s)³ ds = (4π/3) J v³ t⁴/4 = πJv³t⁴/3.

This integral also counts imaginary births inside existing crystals. They do no harm: an imaginary sphere born inside a crystal and growing at the same speed stays inside it, so the covered region is unchanged. The probability of no such birth is again an exponential, and the mean crystalline fraction is

X = 1 − exp(−πJv³t⁴/3).

With the numbers above,

πJv³t⁴/3 = π × 8.66 × 10⁻⁶ × 0.125 × 10⁴/3 = 0.0113,

so X is about 1.1 percent. In the real cube no nuclei form beyond the walls, so fewer can reach a point near a face. A simulation of 200 000 cubes with randomly placed, growing nuclei gives 0.89 percent with these walls.

The answer to (d) is no. Half of the cubes contain a nucleus, but for nuclei of negligible starting radius only about one percent of the material is crystalline on average. A starting radius r₀ changes the exponent to (πJ/3v)[(r₀ + vt)⁴ − r₀⁴]; for r₀ = 1 nm this gives 2.3 percent without walls, so the answer stays no. Even a point nucleus at the centre, present from the start, fills only 6.5 percent of the cube in 10 ns. It needs 19.7 ns to fill half of the cube and 34.6 ns to reach the corners. With walls, the mean crystalline fraction reaches one half only after about 36 ns. Doubling J shortens this time by about a fifth and doubling v by about a third, so in this example growth, as well as nucleation, limits the switching time.

**How this compares with a real cell**

The numbers are chosen to illustrate a small memory cell of a Ge-Sb-Te type alloy near 600 K, taken to lie on the cold side of its nucleation maximum. The growth speed and the parameters below are rough model values. The J found in (b) is a requirement, not a measured property of an alloy; actual nucleation rates depend strongly on composition and temperature.

Temperature can matter a great deal. Suppose that J varies as exp(−E/k_BT) near 600 K, with an effective energy E = 2 eV. A change from T to T′ multiplies m by

F = exp[−(E/k_B)(1/T′ − 1/T)].

Since exp(−F ln 2) = 2^(−F), the probability at 10 ns becomes P = 1 − 2^(−F). If the cell is 10 K too cold, F = 0.52 and P falls to 30 percent. If it is 10 K too hot, F = 1.89 and P rises to 73 percent. The value E = 2 eV is an assumption that fits only temperatures well below the nucleation maximum. The effective energy falls to zero at the maximum and is negative above it, where a hotter cell nucleates more slowly. A real alloy at 600 K may lie close to its maximum. With E = 0.5 eV the same errors give about 45 and 56 percent.

A melt-quenched amorphous region in a device may also border on crystalline material, which breaks the assumption that crystals must first nucleate. Take the extreme case in which all six faces are crystalline and advance inwards at 0.5 nm/ns. After 10 ns each has moved 5 nm, and an amorphous cube of edge 10 nm remains. Seven eighths of the volume has crystallized without any nucleation. The shrinking glass also offers less room for new nuclei. With u = 1 − 2vs/a, which falls from 1 to 1/2, the mean count is multiplied by

F = (1/t) ∫₀^t (1 − 2vs/a)³ ds = 2 ∫ u³ du (from 1/2 to 1) = (1 − 1/16)/2 = 15/32.

The J needed for a 50 percent chance of a new nucleus then rises to 8.66 × 10³⁰ × 32/15 = 1.8 × 10³¹ m⁻³ s⁻¹.

**Variation 1: the nucleation rate takes time to build up**

*Suppose that after sudden heating the rate density follows J(1 − exp(−s/τ)), with τ = 1 ns. What is P at 10 ns for the J of part (b)?*

When the cell probabilities pᵢ differ, ln P₀ = Σ ln(1 − pᵢ) → −Σ pᵢ as the cells shrink. The mean count is therefore the integral of the local rate:

m = JV ∫₀^t (1 − exp(−s/τ)) ds = JV[t − τ(1 − exp(−t/τ))].

Relative to JVt, this is a factor

F = 1 − (τ/t)(1 − exp(−t/τ)) = 0.900.

Hence P = 1 − 2^(−0.900) = 46.4 percent. To restore 50 percent, J must be divided by F, which gives 9.63 × 10³⁰ m⁻³ s⁻¹.

For t ≫ τ, F ≈ 1 − τ/t: the build-up acts as a delay τ. For t ≪ τ, expanding the exponential to second order gives F ≈ t/(2τ), so the constant-rate formula fails badly for pulses much shorter than the build-up time.

**Variation 2: the surface of the cube matters**

*Treat two surface effects separately, each with the J of part (b). First, a nucleus of radius r = 1 nm must fit wholly inside the cube. Second, nuclei of negligible size form more easily in an interface layer of thickness d = 0.3 nm, where the nucleation barrier is lower by ΔW = 0.1 eV.*

In the first case the centre must lie at least r from every face, inside a cube of edge a − 2r:

F = (1 − 2r/a)³ = 0.9³ = 0.729.

Then P = 1 − 2^(−0.729) = 39.7 percent, and the J needed for 50 percent rises to 1.19 × 10³¹ m⁻³ s⁻¹.

In the second case the layer occupies the volume fraction

f = 1 − (1 − 2d/a)³ = 1 − 0.97³ = 0.0873.

Assume that the rate prefactor is the same in the layer and the interior. At 600 K, k_BT = 0.0517 eV, and the lower barrier multiplies the rate in the layer by exp(ΔW/k_BT) = 6.92. Therefore

F = (1 − f) + f exp(ΔW/k_BT) = 0.913 + 0.0873 × 6.92 = 1.52,

and P rises to 65 percent. The J needed in the interior falls to 5.71 × 10³⁰ m⁻³ s⁻¹.

Layer and interior contribute equally when f exp(ΔW/k_BT) = 1 − f, or

ΔW = k_BT ln[(1 − f)/f] = 0.121 eV.

For this cube size, layer thickness and temperature, a larger reduction makes the interface the main source of nuclei. Even at ΔW = 0.1 eV, a rate density inferred by dividing the total rate by the whole volume is 1.52 times the interior value, and it changes with cell size.

Most of the values used here are listed in the numerical output below.

Table of computed values

```
Cube edge: 20.0 nm
Cube volume: 8000 nm^3 = 8.000e-24 m^3
Time: 10.0 ns
Target probability: 50.0 %
Mean count m = ln 2: 0.6931
Rate density J: 8.6643e-06 nm^-3 ns^-1
Rate density J: 8.6643e+30 m^-3 s^-1
Rate of the whole cube JV: 0.06931 ns^-1
J from 1 cells: 6.2500e+30 m^-3 s^-1
J from 10 cells: 8.3709e+30 m^-3 s^-1
J from 100 cells: 8.6344e+30 m^-3 s^-1
J from 1000000 cells: 8.6643e+30 m^-3 s^-1
Probability if m = 0.5: 39.35 %
Probability if m = 1: 63.21 %
Probability of exactly one nucleus: 34.66 %
Probability of two or more: 15.34 %
Simulated nucleation probability: 50.03 %
Number of simulated cubes: 200000
Mean waiting time: 14.43 ns
Time for 99 % probability: 66.44 ns
Temperature: 600 K, thermal energy kT: 0.0517 eV
Rate build-up time tau: 1.0 ns
Nucleus radius: 1.0 nm
Interface layer: 0.3 nm, barrier drop: 0.10 eV
Layer volume fraction: 8.73 %
Layer rate enhancement: 6.918
Barrier drop for equal layer and interior: 0.1213 eV
Activation energy of rate: 2.0 eV, error: 10 K
rate build-up: F = 0.9000, P = 46.41 %, J for 50 % = 9.627e+30 m^-3 s^-1
nucleus size: F = 0.7290, P = 39.67 %, J for 50 % = 1.189e+31 m^-3 s^-1
interface layer: F = 1.5168, P = 65.05 %, J for 50 % = 5.712e+30 m^-3 s^-1
10 K colder: F = 0.5191, P = 30.22 %, J for 50 % = 1.669e+31 m^-3 s^-1
10 K hotter: F = 1.8854, P = 72.93 %, J for 50 % = 4.596e+30 m^-3 s^-1
Growth speed: 0.50 nm/ns
Largest crystal radius at 10 ns: 5.00 nm
Growth time, centre to corner: 34.64 ns
Crystalline fraction, formula, no walls: 1.128 %
Crystalline fraction, simulated, no walls: 1.123 %
Crystalline fraction, simulated, walls: 0.887 %
```
